A self-consistent-field calculation started from superposed atomic densities can report an energy before any molecular orbital exists. One must decide whether that number may serve as an upper bound, for instance to rank starting guesses or to judge whether the first iteration went the right way. It may not. The starting density matrix gives the right number of electrons, but in general it belongs to no Slater determinant. One Fock diagonalization supplies a determinant, and the energy of that determinant is a bound.

**Setting and conventions**

Hartree atomic units are used. The atomic-orbital (AO) basis is real and linearly independent, so its overlap matrix S is positive definite. The molecule has N electrons, N even, and D is the density matrix for one spin, so the total density matrix is 2D. With (pq|rs) the electron repulsion integrals,

J[D]_pq = Σ_rs (pq|rs) D_rs,  K[D]_pq = Σ_rs (pr|qs) D_rs,

G[D] = 2J[D] − K[D],  F[D] = h + G[D],

E[D] = 2 Tr hD + Tr D G[D] + E_nuc = Tr D(h + F[D]) + E_nuc.

Here h is the kinetic energy plus the attraction to all nuclei. If D = C_occ C_occ^T with C_occ^T S C_occ = 1, then E[D] = 2Σ_i h_ii + Σ_ij (2J_ij − K_ij) + E_nuc. This is the expectation value of the Hamiltonian in the determinant whose N/2 orbitals are doubly filled. Such a D satisfies

DSD = C_occ (C_occ^T S C_occ) C_occ^T = D.

This is idempotency in a nonorthogonal basis. For other matrices E[D] can still be computed, but the expectation-value argument no longer protects it.

Each atom A contributes

D_A = C_A n_A C_A^T,  C_A^T S_AA C_A = 1,  0 < n_i ≤ 1,

where the diagonal matrix n_A holds the occupations per spin and unoccupied orbitals are dropped. All orbitals of one subshell share the same radial function and the same occupation. Since Σ_m |Y_lm|² = (2l+1)/4π, the atomic density is spherical. The two spins are filled equally. Thus fluorine has 5/6 electron per spin in each 2p orbital, and hydrogen has 1/2 per spin in 1s. The superposition D0 is the block-diagonal matrix with blocks D_A.

**First derivation: multiply the blocks**

For the electron count, only diagonal blocks of D0 are nonzero, so only diagonal blocks of S enter the trace:

2 Tr D0S = 2 Σ_A Tr D_A S_AA = 2 Σ_A Tr n_A C_A^T S_AA C_A = 2 Σ_A Tr n_A = Σ_A N_A.

The overlap between atoms does not disturb the count. The sum equals N if the charges assigned to the atoms add up to the molecular charge. Neutral atoms superposed for a molecular ion give the wrong number.

For idempotency, the AB block of D0SD0 is D_A S_AB D_B. On the diagonal,

D_A S_AA D_A = C_A n_A (C_A^T S_AA C_A) n_A C_A^T = C_A n_A² C_A^T.

Off the diagonal, with σ_AB = C_A^T S_AB C_B,

D_A S_AB D_B = C_A n_A σ_AB n_B C_B^T.

Idempotency requires the first to equal C_A n_A C_A^T and the second to vanish. The columns of each C_A are linearly independent, so C_A can be cancelled: multiply by C_A^T S_AA on the left and by the matching factor on the right. What remains is

n_A² = n_A and n_A σ_AB n_B = 0.

Every retained occupation is positive. Hence D0 is idempotent if and only if all retained occupations equal one and occupied orbitals on different atoms are orthogonal. An open subshell breaks the first condition even at infinite separation. Overlap breaks the second even when every atom has closed shells. Widely separated closed-shell atoms are the limiting case in which idempotency is recovered.

The same block structure shows what the energy contains. Kinetic-energy integrals between atoms meet zero blocks of D0, so the kinetic energy is the sum of the atomic values. For two atoms the total energy separates into

E[D0] = E_A + E_B + E_elst + E_exch,

E_elst = Z_A Z_B/R − Z_B ∫ρ_A/|r−R_B| − Z_A ∫ρ_B/|r−R_A| + ∬ρ_A ρ_B/r₁₂,

E_exch = −2 Σ_{i∈A} Σ_{j∈B} n_i n_j (ij|ij) ≤ 0.

The factor 2 in E_exch arises because −Tr D0 K[D0] contains the pair AB twice. The sign follows because (ij|ij) is the Coulomb self-repulsion of the charge distribution φ_iφ_j. Nothing in this sum charges the atoms for making their overlapping orbitals orthogonal.

**A case where the bound fails**

Take two centres of charge 3, each with one normalized Gaussian orbital of exponent α, and four electrons. Each centre is a closed shell, so D0 = 1. Two orbitals hold four electrons in one way only, so the basis admits a single determinant, with density matrix S⁻¹. Its energy is therefore the exact energy in this basis. With overlap s,

S⁻¹ − 1 = [1/(1−s²)] × [[s², −s], [−s, s²]].

The kinetic energy missing from D0 is

ΔT = 2 Tr (S⁻¹ − 1)T = 4s(s T_aa − T_ab)/(1−s²).

For these orbitals s = exp(−αR²/2). Acting on the Gaussian at b, the kinetic operator −½∇² multiplies it by 3α − 2α²r_b². The product of the two Gaussians is centred halfway between them and has exponent 2α, so the average of r_b² over it is R²/4 + 3/(4α). Therefore

T_ab = s[3α − α²R²/2 − 3α/2] = s(3α/2 − α²R²/2),  T_aa = 3α/2,

ΔT = 2α²R²s²/(1−s²) > 0.

With α = 2 bohr⁻² and R = 1.5 bohr, s = 0.1054 and

ΔT = 2 × 4 × 2.25 × 0.01111/0.98889 = 0.202 hartree.

The computed energies are −11.265 hartree for the superposition and −11.097 hartree for the exact state in this basis. The superposition is too low by 0.168 hartree. The missing kinetic energy exceeds this difference, so orthogonalization changes the potential energy by 0.168 − 0.202 = −0.034 hartree, a partial compensation. At R = 2 bohr the overlap falls to 0.018 and the superposition is too low by 0.008 hartree. One such case is enough to disprove a general upper bound on the lowest energy in the same basis.

**Second derivation: find the occupations of the whole molecule**

The second route asks for the eigenvalues of D0S, which are the natural occupations per spin. Collect all atomic orbitals in the block-diagonal matrix C and all occupations in n, and define

X = C n^{1/2},  D0 = XX^T,  σ = C^T S C,

M = X^T S X = n^{1/2} σ n^{1/2},  M_ij = √(n_i n_j) σ_ij.

If XX^T S v = λv with λ ≠ 0, put w = X^T S v. This vector is nonzero, because Xw = λv, and

Mw = X^T S (XX^T S v) = λw.

Conversely, Mw = λw gives XX^T S(Xw) = λXw. The nonzero eigenvalues of D0S are thus those of the small matrix M. Since σ_ii = 1, its trace gives the count again:

2 Tr M = 2 Σ_i n_i = Σ_A N_A.

M is positive definite, because w^T M w = (Xw)^T S (Xw) > 0 for w ≠ 0. If D0 is idempotent, then (D0S)² = D0S and each eigenvalue is 0 or 1. The eigenvalues of M cannot be 0, so all are 1, and a symmetric matrix with that spectrum is M = 1. Its diagonal gives n_i = 1 and its off-diagonal elements give σ_ij = 0. Conversely, M = 1 gives D0SD0 = XMX^T = XX^T = D0. This is the criterion found from the blocks.

The spectrum also shows how the exclusion principle is violated. Suppose n_i = 1 and M_ij ≠ 0 for some j ≠ i. For the trial vector e_i + εe_j the Rayleigh quotient is

(1 + 2εM_ij + ε²n_j)/(1 + ε²) = 1 + [2εM_ij − ε²(1−n_j)]/(1 + ε²).

For small ε with the sign of M_ij this exceeds 1, and so does the largest eigenvalue. A filled atomic orbital that overlaps any occupied orbital of a neighbour therefore forces more than one electron of the same spin into some molecular orbital. In the two-centre model M = S, and the occupations are 1 + s and 1 − s.

**Why an occupation above one matters**

Fractional occupation by itself is less harmful. Let orthonormal spin orbitals have occupations f_i between 0 and 1, with an integer sum N. Their Hartree-Fock energy is

E = Σ_i f_i h_ii + ½ Σ_ij f_i f_j A_ij + E_nuc,

where A_ij = J_ij − K_ij for equal spins, A_ij = J_ij for opposite spins, and A_ii = 0. Move an amount t from j to i. The coefficient of t² is

½(A_ii + A_jj − 2A_ij) = −A_ij ≤ 0.

For opposite spins the sign follows from J_ij ≥ 0. For equal spins it follows from

J_ij − K_ij = ½ ∬ [φ_i(1)φ_j(2) − φ_j(1)φ_i(2)]²/r₁₂ ≥ 0.

The energy is concave in t, so one end of the allowed interval is no higher than the starting point. At that end at least one of the two occupations is an integer. Repeating the move removes all fractions, because an integer total cannot leave a single fractional occupation. The final state is an N-electron determinant, so the initial energy was no lower than the minimum over unrestricted determinants.

This argument does not establish a bound to the restricted, closed-shell minimum. If t is moved in both spins together, the coefficient becomes J_ii + J_jj − 4J_ij + 2K_ij. It is positive for two compact orbitals far apart, so the energy is no longer concave along every such path. That alone does not show that the energy can fall below the restricted minimum. Nor does the argument apply once an occupation exceeds 1, which is what overlap with a filled shell produces. The protection is then lost, though the energy need not actually fall below the minimum.

**What one Fock diagonalization restores**

Build F[D0], solve

F[D0]C = SCε,  C^T S C = 1,

and fill the N/2 lowest orbitals completely. Then D1 = C_occ C_occ^T is idempotent and 2 Tr D1S = N. Its energy obeys

E[D1] ≥ E_RHF ≥ E_FCI,

where E_RHF is the lowest closed-shell determinant energy and E_FCI the full configuration-interaction energy, both in the same basis. The bound comes from orthonormal orbitals with integer filling; the quality of F[D0] decides only how close the energy lies to the minimum. If the orbitals are filled fractionally, for example by smearing over a small gap, D1 is not idempotent and this argument fails.

The energy must be evaluated with the Fock matrix of D1 itself. The mixed expression

E_mix = Tr D1(h + F[D0]) + E_nuc

differs from the expectation value by E[D1] − E_mix = Tr D1 G[D1 − D0], which has no fixed sign.

Nor must the energy fall in the first step. Write Δ = D1 − D0. Because Tr D0 G[Δ] = Tr Δ G[D0],

E[D1] = E[D0] + 2 Tr hΔ + 2 Tr Δ G[D0] + Tr Δ G[Δ]
= E[D0] + 2 Tr F[D0]Δ + Tr Δ G[Δ].

In the two-centre model at 1.5 bohr the step raises the energy by 0.168 hartree. That rise is the repair of an inadmissible density matrix, not a sign of divergence.

**Hydrogen fluoride**

The molecule is treated by restricted Hartree-Fock in the cc-pVDZ basis at a bond length of 1.75 bohr. This level leaves out electron correlation and relativity, and the basis is incomplete. The digits below belong to this basis. In cc-pVQZ the signs are the same, but the largest occupation changes from 1.207 to 1.205, the 2s–1s overlap from 0.488 to 0.485, E[D0] − E_RHF from 0.1625 to 0.197 hartree, E[D1] − E_RHF from 0.0332 to 0.035 hartree, the linear and quadratic terms of the first step from −0.0868 and −0.0425 to −0.123 and −0.040 hartree, and the mixed expression lies 1.3 instead of 1.2 hartree below the converged energy. The trace gives 10 electrons, and a real-space quadrature of the density confirms it.

The overlap between fluorine 2s and hydrogen 1s has magnitude 0.488, so the corresponding element of M is √0.5 × 0.488 = 0.345 in magnitude. The 2 × 2 block with diagonal 1 and 0.5 has largest eigenvalue

0.75 + √(0.25² + 0.345²) = 1.176.

By the Rayleigh principle this is a lower bound to the largest occupation. The full calculation gives 1.207. The two 2pπ orbitals keep 0.833, because by symmetry they do not overlap hydrogen 1s.

The departure from idempotency can be summarized by a trace:

Tr D0S − Tr (D0S)² = Σ_i n_i(1−n_i) − Σ_{A≠B} Σ_{i∈A, j∈B} n_i n_j σ_ij².

The fractional part is 3 × (5/6)(1/6) + (1/2)(1/2) = 0.667. The overlap part is 0.335, which leaves 0.332. The two sources enter with opposite signs, so a vanishing trace defect alone would not prove idempotency.

The energy of the superposition, in hartree, is

−99.0269 − 0.3537 − 0.1465 − 0.3294 = −99.8565,

for the fluorine atom, the hydrogen atom, electrostatics and exchange. The converged restricted energy is −100.0190 hartree. Here the superposition lies above it by 0.1625 hartree (4.42 eV), although an occupation exceeds one. An opposing contribution is visible in the hydrogen term. Half an electron of each spin in one orbital has energy h₁₁ + J₁₁/4, whereas a single electron in that orbital has h₁₁. This spurious self-repulsion raises the energy of the superposition. The fractional filling of the fluorine 2p shell acts in the same direction.

After one Fock step the energy is −99.9858 hartree, 0.0332 hartree (0.90 eV) above the converged value. The linear and quadratic terms, −0.0868 and −0.0425 hartree, add up to the decrease of 0.1293 hartree. The mixed expression gives −101.2240 hartree, about 1.2 hartree below the converged energy, and so cannot serve as a bound even though D1 is idempotent.

In the smaller STO-3G basis, the determinant energy after one Fock step was tested against the many-electron Hamiltonian. The value is −98.530 hartree, above both the converged restricted energy, −98.572, and full configuration interaction, −98.598. The remaining values are in the numerical output.

**What the two derivations assume**

Both derivations need atomic orbitals that are orthonormal within each atom and a density matrix without interatomic blocks. If the atomic orbitals are projected onto another basis, their normalization must be checked again, or the count may be lost.

Both also use positive occupations. Beyond that, the block derivation of the criterion needs only independent orbitals within each atom. It separates the two causes of failure and shows which energy terms are present, but it does not give the molecular occupations. The spectral derivation also uses the positive definiteness of the full S, which excludes linear dependence between atoms. In return it shows when an occupation exceeds one, and hence when the concavity argument ceases to protect the energy. Neither derivation predicts the sign of E[D0] − E_RHF: it is negative in the two-centre model and positive in hydrogen fluoride. Sphericity itself enters neither proof; it matters through the fractional occupations that it and the equal filling of the two spins impose on open subshells.

Computed values

```
HF molecule, cc-pVDZ, bond length: 1.75 bohr
Basis functions: 19
Electron count, trace: 10.00000000
Electron count, quadrature: 10.00000
Atomic occupations per spin: [1.     1.     0.8333 0.8333 0.8333 0.5   ]
Molecular occupations per spin: [1.20728 1.      0.86949 0.83333 0.83333 0.25656]
Overlap |F 2s, H 1s|: 0.48773
Norm of D0 S D0 - D0: 0.33254
Trace defect, fractional part: 0.66667
Trace defect, overlap part (subtracted): 0.33492
Trace defect, total: 0.33175
Spherical F atom energy: -99.026896 hartree
Spherical H atom energy: -0.353688 hartree
Interatomic electrostatics: -0.146511 hartree
Interatomic exchange: -0.329409 hartree
E[D0], superposition: -99.856503 hartree
Kinetic energy, D0: 99.393472 hartree
Kinetic energy, sum of atoms: 99.393472 hartree
Kinetic energy, D1: 101.158031 hartree
Norm of D1 S D1 - D1: 1.0e-15
Energy after Fock step 1: -99.985772 hartree
Energy after Fock step 2: -100.011371 hartree
Energy after Fock step 3: -100.016743 hartree
Energy after Fock step 4: -100.018299 hartree
Converged RHF energy: -100.018981 hartree
E[D0] - E_RHF: 0.162478 hartree = 4.421 eV
E[D1] - E_RHF: 0.033209 hartree = 0.904 eV
Mixed energy Tr D1(h+F[D0])+Enuc: -101.224021 hartree
Linear term of first step: -0.086788 hartree
Quadratic term of first step: -0.042481 hartree
STO-3G determinant after one step: -98.529516 hartree
STO-3G converged RHF: -98.571661 hartree
STO-3G full CI: -98.598201 hartree
STO-3G allowed fractional occupations: -89.954618 hartree
STO-3G after 11 occupation moves: -98.529516 hartree
Model: charge 3 per centre, Gaussian exponent 2.0 bohr^-2
Model separation: 1.5 bohr, overlap: 0.105399
  largest occupation per spin: 1.105399
  superposition energy: -11.265373 hartree
  exact energy in this basis: -11.097444 hartree
  superposition minus exact: -0.167928 hartree
  kinetic energy missing from superposition: 0.202208 hartree
Model separation: 2.0 bohr, overlap: 0.018316
  largest occupation per spin: 1.018316
  superposition energy: -11.390759 hartree
  exact energy in this basis: -11.382519 hartree
  superposition minus exact: -0.008240 hartree
  kinetic energy missing from superposition: 0.010738 hartree
Model at 20 bohr, idempotency error: 3.1e-16
```
